# Phase separation of a mean-field Frumkin suppressor layer: test program

```python
# Result under test: a mean-field Frumkin layer, K*c = t/(1-t)*exp(-g*t),
# separates into dilute and dense phases only for g > 4; critical coverage 1/2.
# t: coverage; g = z*w/(k*T); z: neighbours per site; w: attraction per pair;
# K: binding constant of an isolated molecule; c: bath concentration.
# Free energies are per site, in units of k*T, without the binding term.
from itertools import combinations
import numpy as np
from scipy.constants import k, e, N_A
from scipy.optimize import brentq, minimize_scalar
from scipy.special import xlogy


def free_energy(t, g, n=1):
    """Random-mixing free energy for molecules covering n sites each."""
    return xlogy(t, t) / n + xlogy(1 - t, 1 - t) - g * t**2 / 2


def log_Kc(t, g):
    return np.log(t / (1 - t)) - g * t


def threshold(condition, low, high):
    """Bisect for the change of condition from False to True."""
    assert not condition(low) and condition(high)
    for _ in range(45):
        middle = (low + high) / 2
        if condition(middle):
            high = middle
        else:
            low = middle
    return (low + high) / 2


def order_parameter(g):
    """Difference between dense and dilute coverages."""
    return brentq(lambda m: m - np.tanh(g * m / 4), 1e-3, 1)


def probability_peaks(M, g):
    """Peaks of the occupation distribution when all pairs of M sites interact."""
    N = np.arange(M)
    log_ratio = np.log((M - N) / (N + 1)) + g * N / (M - 1) - g / 2
    rising = log_ratio > 0
    return np.nonzero(rising[:-1] & ~rising[1:])[0] + 1


def hull_gap(g, points=4001):
    """Ends of the longest straight piece of the lower convex hull."""
    x = np.linspace(0, 1, points)
    y = free_energy(x, g)
    hull = []
    for i in range(points):
        while len(hull) > 1:
            a, b = hull[-2], hull[-1]
            if (y[b] - y[a]) * (x[i] - x[b]) >= (y[i] - y[b]) * (x[b] - x[a]):
                hull.pop()
            else:
                break
        hull.append(i)
    j = int(np.argmax(np.diff(hull)))
    a, b = hull[j], hull[j + 1]
    return x[a], x[b], (y[b] - y[a]) / (x[b] - x[a])


def scaled_gap(pair_strength, L):
    """L times log ratio of leading transfer eigenvalues, triangular strip."""
    s = (np.arange(2**L)[:, None] >> np.arange(L)) & 1
    shifted = np.roll(s, -1, axis=1)
    row_bonds = (s * shifted).sum(axis=1)
    cross_bonds = s @ s.T + s @ shifted.T
    exponent = row_bonds[:, None] + cross_bonds - 3 * s.sum(axis=1)[:, None]
    size = np.sort(abs(np.linalg.eigvals(np.exp(pair_strength * exponent))))
    return L * np.log(size[-1] / size[-2])


# Example parameters
T = 298.15
z = 6
w_meV = 35.0
K = 1000.0             # L/mol
molar_mass = 3000.0    # g/mol
c_bath = 30.0          # umol/L
kT_meV = k * T / e * 1000
g = z * w_meV / kT_meV

# Pair count: average over every placement on a periodic triangular lattice
side, N_occupied = 4, 6
sites = side**2
bonds = [(i * side + j, ((i + a) % side) * side + (j + b) % side)
         for i in range(side) for j in range(side)
         for a, b in ((1, 0), (0, 1), (1, -1))]
placements = np.array(list(combinations(range(sites), N_occupied)))
occupied = np.zeros((len(placements), sites), dtype=int)
occupied[np.arange(len(placements))[:, None], placements] = 1
mean_pairs = sum((occupied[:, a] * occupied[:, b]).mean() for a, b in bonds)
pairs_formula = (z * sites / 2 * N_occupied * (N_occupied - 1)
                 / (sites * (sites - 1)))
assert abs(mean_pairs - pairs_formula) < 1e-10

# Isotherm as the slope of the free energy
for t in (0.1, 0.4, 0.8):
    d = 1e-5
    slope = (free_energy(t + d, g) - free_energy(t - d, g)) / (2 * d)
    assert abs(slope - log_Kc(t, g)) < 1e-7

# Critical point from loss of monotonicity of the isotherm
grid = np.linspace(0.001, 0.999, 4001)
g_scan = threshold(lambda q: np.any(np.diff(log_Kc(grid, q)) < 0), 3, 5)
j = np.argmin(np.diff(log_Kc(grid, g_scan)))
t_scan = (grid[j] + grid[j + 1]) / 2
assert abs(g_scan - 4) < 1e-5 and abs(t_scan - 0.5) < 1e-3

# Critical point from finite sums; the finite-size shift is of order 1/M
M = 4000
g_finite = threshold(lambda q: len(probability_peaks(M, q)) > 1, 3, 5)
assert abs(g_finite - 4) < 10 / M
assert len(probability_peaks(M, 3.9)) == 1

# Coexistence: hull and finite sums against the symmetric tangent solution
m = order_parameter(g)
t_dilute, t_dense = (1 - m) / 2, (1 + m) / 2
hull_low, hull_high, hull_slope = hull_gap(g)
assert abs(hull_low - t_dilute) < 5e-4      # two grid steps
assert abs(hull_high - t_dense) < 5e-4
assert abs(hull_slope + g / 2) < 1e-5
no_gap = hull_gap(3.9)
assert no_gap[1] - no_gap[0] < 3e-4         # one grid step: no separation
peaks = probability_peaks(M, g) / M
assert len(peaks) == 2
assert np.max(abs(peaks - np.array([t_dilute, t_dense]))) < 3 / M
g_near = 4.01
m_near = order_parameter(g_near)
m_near_law = np.sqrt(3 * (g_near - 4)) / 2
assert abs(m_near / m_near_law - 1) < 0.01

# Stability limits and hysteresis window
root = np.sqrt(1 - 4 / g)
t_low, t_high = (1 - root) / 2, (1 + root) / 2
c_coexist = np.exp(-g / 2) / K * 1e6
c_upper = np.exp(log_Kc(t_low, g)) / K * 1e6
c_lower = np.exp(log_Kc(t_high, g)) / K * 1e6
falling = np.nonzero(np.diff(log_Kc(grid, g)) < 0)[0]
assert abs(grid[falling[0]] - t_low) < 5e-4
assert abs(grid[falling[-1] + 1] - t_high) < 5e-4

# Coverages possible at the bath concentration
log_bath = np.log(K * c_bath * 1e-6)
limits = [1e-12, t_low, t_high, 1 - 1e-12]
states = [brentq(lambda t: log_Kc(t, g) - log_bath, a, b)
          for a, b in zip(limits[:-1], limits[1:])]
grand = [free_energy(t, g) - t * log_bath for t in states]
assert grand[2] < grand[0] < grand[1]

# Neglected fluctuations: crossing of strips six and seven sites wide
pair_critical = brentq(lambda b: scaled_gap(b, 7) - scaled_gap(b, 6), 0.8, 1.5)
g_lattice = z * pair_critical
g_lattice_known = 6 * np.log(3)
assert abs(g_lattice / g_lattice_known - 1) < 0.01
assert g > g_lattice

# Neglected molecular size: curvature by finite differences
def entropy_curvature(t, n, d=1e-3):
    return (free_energy(t + d, 0, n) - 2 * free_energy(t, 0, n)
            + free_energy(t - d, 0, n)) / d**2


n_sites = 4
large = minimize_scalar(entropy_curvature, bounds=(0.05, 0.95),
                        args=(n_sites,), method="bounded")
assert abs(large.x - 1 / (1 + np.sqrt(n_sites))) < 1e-3
assert abs(large.fun - (1 + 1 / np.sqrt(n_sites))**2) < 1e-3

# Neglected incorporation: r is incorporation rate / bare desorption rate
def log_steady_c(t, r):
    return np.log(t / (1 - t)) + np.log(np.exp(-g * t) + r)


r_scan = threshold(lambda r: np.all(np.diff(log_steady_c(grid, r)) > 0), 0, 0.2)
r_limit = np.exp(-2) * (1 - 4 / g)
j = np.argmin(np.diff(log_steady_c(grid, r_scan)))
t_incorporation = (grid[j] + grid[j + 1]) / 2
assert abs(r_scan - r_limit) < 1e-5
assert abs(t_incorporation - 2 / g) < 1e-3

T_mean_field = z * w_meV * e / 1000 / (4 * k)
T_lattice = z * w_meV * e / 1000 / (g_lattice * k)

print(f"temperature: {T:.2f} K")
print(f"thermal energy kT: {kT_meV:.2f} meV")
print(f"neighbours z: {z}")
print(f"attraction per pair w: {w_meV:.1f} meV")
print(f"total attraction zw: {z*w_meV:.1f} meV")
print(f"example g: {g:.3f}")
print(f"binding constant K: {K:.0f} L/mol")
print(f"molar mass: {molar_mass:.0f} g/mol")
print(f"bath concentration: {c_bath:.1f} umol/L")
print(f"bath concentration: {c_bath*molar_mass/1000:.1f} mg/L")
print(f"pair test, sites and molecules: {sites}, {N_occupied}")
print(f"pair test, enumerated mean pairs: {mean_pairs:.4f}")
print(f"pair test, random-placement formula: {pairs_formula:.4f}")
print(f"critical g from isotherm scan: {g_scan:.6f}")
print(f"critical coverage from scan: {t_scan:.4f}")
print(f"critical g, finite sum with {M} sites: {g_finite:.4f}")
print(f"critical Kc: {np.exp(log_Kc(0.5, 4)):.4f}")
print(f"critical zw: {4*kT_meV:.2f} meV")
print(f"critical zw: {4*k*T*N_A/1000:.2f} kJ/mol")
print(f"critical w, mean field: {4*kT_meV/z:.2f} meV")
print(f"coverage difference m: {m:.4f}")
print(f"dilute coexisting coverage: {t_dilute:.4f}")
print(f"dense coexisting coverage: {t_dense:.4f}")
print(f"hull dilute and dense coverages: {hull_low:.4f}, {hull_high:.4f}")
print(f"finite-sum peak coverages: {peaks[0]:.4f}, {peaks[1]:.4f}")
print(f"near-critical test g: {g_near:.2f}")
print(f"near-critical m, solved and law: {m_near:.5f}, {m_near_law:.5f}")
print(f"lower stability-limit coverage: {t_low:.4f}")
print(f"upper stability-limit coverage: {t_high:.4f}")
print(f"coexistence concentration: {c_coexist:.2f} umol/L")
print(f"coexistence concentration: {c_coexist*molar_mass/1000:.1f} mg/L")
print(f"dense phase lost below: {c_lower:.2f} umol/L")
print(f"dilute phase lost above: {c_upper:.2f} umol/L")
print(f"bath: dilute metastable coverage: {states[0]:.4f}")
print(f"bath: unstable coverage: {states[1]:.4f}")
print(f"bath: dense stable coverage: {states[2]:.4f}")
print(f"triangular critical g, strips: {g_lattice:.4f}")
print(f"triangular critical g, 6 ln 3: {g_lattice_known:.4f}")
print(f"triangular critical w, strips: {pair_critical*kT_meV:.2f} meV")
print(f"critical temperature, mean field: {T_mean_field:.0f} K")
print(f"critical temperature, strips: {T_lattice:.0f} K")
print(f"large molecule, sites covered: {n_sites}")
print(f"large molecule, critical coverage: {large.x:.4f}")
print(f"large molecule, critical g: {large.fun:.4f}")
print(f"incorporation ratio limit, scan: {r_scan:.5f}")
print(f"incorporation ratio limit, formula: {r_limit:.5f}")
print(f"coverage at incorporation limit: {t_incorporation:.4f}")
print("no test failed")
```

Output:

```
temperature: 298.15 K
thermal energy kT: 25.69 meV
neighbours z: 6
attraction per pair w: 35.0 meV
total attraction zw: 210.0 meV
example g: 8.174
binding constant K: 1000 L/mol
molar mass: 3000 g/mol
bath concentration: 30.0 umol/L
bath concentration: 90.0 mg/L
pair test, sites and molecules: 16, 6
pair test, enumerated mean pairs: 6.0000
pair test, random-placement formula: 6.0000
critical g from isotherm scan: 4.000000
critical coverage from scan: 0.5001
critical g, finite sum with 4000 sites: 3.9980
critical Kc: 0.1353
critical zw: 102.77 meV
critical zw: 9.92 kJ/mol
critical w, mean field: 17.13 meV
coverage difference m: 0.9614
dilute coexisting coverage: 0.0193
dense coexisting coverage: 0.9807
hull dilute and dense coverages: 0.0192, 0.9808
finite-sum peak coverages: 0.0190, 0.9810
near-critical test g: 4.01
near-critical m, solved and law: 0.08641, 0.08660
lower stability-limit coverage: 0.1427
upper stability-limit coverage: 0.8573
coexistence concentration: 16.79 umol/L
coexistence concentration: 50.4 mg/L
dense phase lost below: 5.44 umol/L
dilute phase lost above: 51.85 umol/L
bath: dilute metastable coverage: 0.0399
bath: unstable coverage: 0.3570
bath: dense stable coverage: 0.9899
triangular critical g, strips: 6.5911
triangular critical g, 6 ln 3: 6.5917
triangular critical w, strips: 28.22 meV
critical temperature, mean field: 609 K
critical temperature, strips: 370 K
large molecule, sites covered: 4
large molecule, critical coverage: 0.3333
large molecule, critical g: 2.2500
incorporation ratio limit, scan: 0.06910
incorporation ratio limit, formula: 0.06910
coverage at incorporation limit: 0.2446
no test failed
```
